# Orthonormal projectors for a multi-projector pseudopotential from the Gram matrix

A two-projector pseudopotential for the hydrogen s channel, brought to diagonal form by diagonalizing its matrix $B$, has the coefficients $-0.842$ and $-1.179$ Ha on projectors of unit length. If the same two functions are first mixed linearly, which leaves the operator unchanged, the same procedure gives $-0.856$ and $-1.165$ Ha. The sum is $-2.022$ Ha both times, and all four numbers are negative. Yet neither pair contains the strongest attraction of which the operator is capable, $-1.241$ Ha. What do the coefficients of a diagonal form mean, and which diagonal form gives numbers that belong to the operator itself?

## The operator and its assumptions

I use Hartree atomic units and radial functions $u(r)=rR(r)$, with

$$\langle f|g\rangle=\int_0^{r_c} f^*(r)\,g(r)\,dr .$$

With normalized spherical harmonics this is the three-dimensional inner product inside the core radius $r_c$. In the s channel $T=-\tfrac12 d^2/dr^2$.

Let $\psi_i$ be true radial functions at energies $\varepsilon_i$, and let $\phi_i$ be smooth pseudo-functions that equal $\psi_i$ beyond $r_c$. A local potential $V_{\rm loc}$ equals the true potential beyond $r_c$ and is smooth inside. What the local potential fails to do for $\phi_i$ is collected in

$$\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i ,\qquad B_{ij}=\langle\phi_i|\chi_j\rangle ,$$

where $\chi_i$ vanishes beyond $r_c$. The nonlocal potential is

$$V=\sum_{ij}|\chi_i\rangle (B^{-1})_{ij}\langle\chi_j| = XB^{-1}X^\dagger ,$$

where $X$ is the row $(\chi_1,\dots,\chi_n)$. I assume that $B$ is Hermitian and nonsingular. Then $\langle\chi_k|\phi_j\rangle=B_{jk}^*=B_{kj}$, and

$$V\phi_j=\sum_{ik}\chi_i(B^{-1})_{ik}B_{kj}=\chi_j .$$

Hence $(T+V_{\rm loc}+V)\phi_j=\varepsilon_j\phi_j$, as required.

Hermiticity of $B$ has to be earned. For real functions the local potential cancels from the difference

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle+\tfrac12\int_0^{r_c}(\phi_i\phi_j''-\phi_j\phi_i'')\,dr .$$

The integrand is the derivative of $\phi_i\phi_j'-\phi_j\phi_i'$, which vanishes at $r=0$ because $u(0)=0$. Therefore

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle+\tfrac12\left[\phi_i\phi_j'-\phi_j\phi_i'\right]_{r_c}.$$

The true functions satisfy their Schrödinger equation with no remainder, so the same steps give

$$0=(\varepsilon_j-\varepsilon_i)\langle\psi_i|\psi_j\rangle+\tfrac12\left[\psi_i\psi_j'-\psi_j\psi_i'\right]_{r_c}.$$

Value and slope agree at $r_c$, so the edge terms are equal, and subtraction leaves

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\left(\langle\phi_i|\phi_j\rangle-\langle\psi_i|\psi_j\rangle\right).$$

Generalized norm conservation, $\langle\phi_i|\phi_j\rangle=\langle\psi_i|\psi_j\rangle$ for all pairs, makes $B$ symmetric.

## The hydrogen case

The example is the nonrelativistic hydrogen atom with a fixed point nucleus. Its 1s and 2s functions are

$$\psi_1=2re^{-r},\qquad \psi_2=\frac{r}{\sqrt2}\left(1-\frac r2\right)e^{-r/2},$$

with energies $-0.5$ and $-0.125$ Ha. The core radius is $r_c=1.5$ bohr. Inside it,

$$V_{\rm loc}=-\frac1{r_c}\left(1.875-1.25\,q+0.375\,q^2\right),\qquad q=\frac{r^2}{r_c^2},$$

which matches $-1/r$ in value and two derivatives at $r_c$ and equals $-1.25$ Ha at the origin. Each $\phi_i$ is a combination of the odd Legendre polynomials $P_1,P_3,\dots,P_{15}$ in $r/r_c$. It matches $\psi_i$ in value and two derivatives, has the required inner overlaps, and within these conditions minimizes $\int_0^{r_c}(u'')^2dr$. Matching the second derivative makes $\chi_i$ go to zero continuously at $r_c$.

The result is

$$B=\begin{pmatrix}-0.21213&-0.07212\\-0.07212&-0.02480\end{pmatrix}\ \text{Ha},$$

with eigenvalues $-0.23668$ and $-0.000253$ Ha. One is about 935 times the other. Part of this ratio comes from the unequal inner norms $0.57681$ and $0.04995$: dividing $B_{ij}$ by $\|\phi_i\|\,\|\phi_j\|$ lowers it to about 357. It remains large, and the two functions are nearly parallel inside the core: their normalized overlap is $0.16769/\sqrt{0.57681\times0.04995}=0.988$.

This makes the cross-overlap condition matter. With it, the asymmetry of $B$ is at the level of rounding. If $\phi_2$ is built with the correct norm but without the cross-overlap condition, $B_{12}-B_{21}=3.8\times10^{-5}$ Ha, in agreement with the formula above. The scale against which this should be judged is not $B_{11}$. An antisymmetric part $\pm\eta$, with $\eta$ half that difference, keeps its form under a real rotation, so in the eigenbasis of the symmetric part the inverse is $(b_1b_2+\eta^2)^{-1}\begin{pmatrix}b_2&\mp\eta\\\pm\eta&b_1\end{pmatrix}$. Relative to the geometric mean of the diagonal, the unsymmetric entries are $\eta/\sqrt{b_1b_2}$. With the eigenvalues above as an estimate, $\sqrt{b_1b_2}=7.7\times10^{-3}$ Ha and the ratio is about 0.25%, whereas $\eta/|B_{11}|$ is only about 0.01%.

## What goes wrong when only B is diagonalized

Write $B=WbW^\dagger$ with unitary $W$ and diagonal $b$. Since $B^{-1}=Wb^{-1}W^\dagger$, the functions $\chi'_i=\sum_j\chi_jW_{ji}$ give

$$V=\sum_i|\chi'_i\rangle\frac1{b_i}\langle\chi'_i| .$$

This is a correct diagonal form. Its coefficients $1/b_i$, however, change whenever a projector is rescaled. To remove that arbitrariness, let $e_i=\chi'_i/\|\chi'_i\|$, so that

$$V=\sum_i g_i|e_i\rangle\langle e_i|,\qquad g_i=\frac{\langle\chi'_i|\chi'_i\rangle}{b_i}.$$

These $g_i$ are the opening numbers. They are still not eigenvalues, because nothing has made $e_1$ and $e_2$ orthogonal. A unitary $W$ preserves orthogonality of coefficient vectors, whereas orthogonality of the functions $\chi'_i$ depends on the overlaps of the original $\chi_i$.

For two real projectors the discrepancy can be written down. Let $s=\langle e_1|e_2\rangle$, let $E=(e_1,e_2)$, and let $g$ be the diagonal matrix of the $g_i$. If $EgE^\dagger f=\lambda f$ with $\lambda\neq0$, then $y=E^\dagger f$ is nonzero and obeys $E^\dagger E\,g\,y=\lambda y$. The two nonzero eigenvalues of $V$ are thus those of

$$E^\dagger E\,g=\begin{pmatrix}1&s\\s&1\end{pmatrix}\begin{pmatrix}g_1&0\\0&g_2\end{pmatrix}=\begin{pmatrix}g_1&sg_2\\sg_1&g_2\end{pmatrix}.$$

Its trace and determinant give

$$d_1+d_2=g_1+g_2,\qquad d_1d_2=g_1g_2(1-s^2).$$

The sum survives and the product does not, unless $s=0$. In the example $s=0.1567$, so

$$d_1d_2=0.8422\times1.1795\times(1-0.0245)=0.969\ \text{Ha}^2 .$$

With the sum $-2.0216$ Ha, the quadratic equation gives $d=-1.241$ and $-0.781$ Ha. After the mixing, $s=0.1702$, and $0.8561\times1.1655\times(1-0.0290)=0.969$ Ha² again. The changing coefficients and the changing overlap compensate each other.

The practical meaning appears in the expectation value. For orthonormal $\beta_k$,

$$\langle f|V|f\rangle=\sum_k d_k|\langle\beta_k|f\rangle|^2 ,$$

and the weights add up to at most one for normalized $f$. Here the strongest possible attraction is therefore $-1.241$ Ha, reached at $f=\beta_1$. With nonorthogonal $e_i$ the weights can add up to more than one, which is how the operator exceeds both of its $g_i$. Similarly, omitting one orthonormal term changes $V$ by an operator of norm $|d_k|$. Neither term is negligible here, although one eigenvalue of $B$ is nearly a thousand times smaller than the other.

## Putting the Gram matrix in

The missing information is in

$$S=X^\dagger X,\qquad S_{ij}=\langle\chi_i|\chi_j\rangle .$$

It must be positive definite, and this follows from the assumptions. For any coefficient vector $c$, $c^\dagger Sc=\|Xc\|^2\ge0$. If it vanished, then $Xc=0$, and

$$(Bc)_i=\sum_j\langle\phi_i|\chi_j\rangle c_j=\langle\phi_i|Xc\rangle=0 .$$

A nonsingular $B$ then requires $c=0$. So the projectors are independent, and $S^{1/2}$ and $S^{-1/2}$ exist as positive definite Hermitian matrices.

Define $Q=XS^{-1/2}$. Its columns are orthonormal, since

$$Q^\dagger Q=S^{-1/2}X^\dagger XS^{-1/2}=S^{-1/2}SS^{-1/2}=1 .$$

Substitution of $X=QS^{1/2}$ and $X^\dagger=S^{1/2}Q^\dagger$ gives

$$V=QMQ^\dagger,\qquad M=S^{1/2}B^{-1}S^{1/2}.$$

$M$ is Hermitian, so $M=YdY^\dagger$ with unitary $Y$ and real diagonal $d$. With $\beta=QY$,

$$V=\sum_{k=1}^n d_k|\beta_k\rangle\langle\beta_k|,\qquad \beta^\dagger\beta=Y^\dagger Q^\dagger QY=1 .$$

Applied to $\beta_k$, this expression returns $d_k\beta_k$; applied to a function orthogonal to all $\beta_k$, it returns zero. No $d_k$ vanishes, because $M$ is a product of invertible matrices. The $d_k$ are therefore all the nonzero eigenvalues of $V$, with their multiplicities.

For hydrogen,

$$S=\begin{pmatrix}0.17792&0.06167\\0.06167&0.02170\end{pmatrix}\ \text{Ha}^2,\qquad
M=\begin{pmatrix}-0.7881&-0.0568\\-0.0568&-1.2335\end{pmatrix}\ \text{Ha}.$$

The mean of the diagonal of $M$ is $-1.0108$ Ha and half its difference is $0.2227$ Ha, so

$$d=-1.0108\mp\sqrt{0.2227^2+0.0568^2}=-1.0108\mp0.2298\ \text{Ha}.$$

This gives $-1.2406$ and $-0.7810$ Ha, or $-33.76$ and $-21.25$ eV. A direct diagonalization of the full operator on an 80-point quadrature grid, which uses neither $S$ nor its square root, gives the same values.

The determinant and the sum together show why the tiny eigenvalue of $B$ does not produce a huge $d$ here. The determinant gives the product:

$$\prod_kd_k=\det M=\frac{\det S}{\det B}.$$

The eigenvalues of $S$ are $0.1993$ and $0.000291$ Ha². The smallness of $\det B$ is matched by that of $\det S$, and the quotient is again $0.969$ Ha². A moderate product alone would still allow one huge and one tiny factor, but both $d_k$ are negative and add up to $-2.022$ Ha, so neither can exceed that value in magnitude.

With one projector everything reduces to

$$d=\frac{\langle\chi|\chi\rangle}{\langle\phi|\chi\rangle}.$$

From the diagonal entries, the 1s function alone would give $-0.17792/0.21213=-0.839$ Ha, and the 2s function alone $-0.02170/0.02480=-0.875$ Ha. Neither is an eigenvalue of the two-projector operator, so the $d_k$ should not be assigned one by one to the reference states.

## A scheme without inverse or square root

The inverse of $B$ and the roots of $S$ served the derivation, but the calculation can avoid them. Seek an eigenfunction of $V$ in the form $\beta=Xa$:

$$XB^{-1}X^\dagger Xa=XB^{-1}Sa=d\,Xa .$$

Since the columns of $X$ are independent, $B^{-1}Sa=da$. Multiplication by $B/d$ gives

$$Ba=\frac1d\,Sa .$$

This is a generalized Hermitian eigenvalue problem with a positive definite matrix on the right. Collect its solutions as the columns of a matrix $a$, normalized so that

$$a^\dagger Sa=1,\qquad a^\dagger Ba=d^{-1}.$$

The first relation says $\beta^\dagger\beta=1$ for $\beta=Xa$. The second gives $B=(a^\dagger)^{-1}d^{-1}a^{-1}$, hence $B^{-1}=a\,d\,a^\dagger$ and $V=\beta d\beta^\dagger$. The algorithm is then:

1. Construct $\phi_i$ with generalized norm conservation, form $\chi_i$ and $B$, and check that $B$ is Hermitian to numerical accuracy.
2. Form $S$ with the same quadrature.
3. Solve $Ba=\mu Sa$ with $a^\dagger Sa=1$.
4. Set $d_k=1/\mu_k$ and $\beta_k=\sum_i\chi_ia_{ik}$.
5. Check $\langle\beta_k|\beta_l\rangle=\delta_{kl}$ and $V\phi_j=\chi_j$.

A value $\mu_k$ near zero warns that $B$ is nearly singular on the scale set by $S$. The eigenvalues of $B$ alone do not provide this warning, as the hydrogen case shows: $b_2$ is tiny while both $|\mu_k|$ are near $1\ \text{Ha}^{-1}$. Nearly dependent projectors remain a numerical concern of their own. The ratio of the eigenvalues of $S$ is about 680 here, but it changes when one function is merely rescaled, so near dependence should be judged with the $\chi_i$ scaled to unit length. Their overlap is then $S_{12}/\sqrt{S_{11}S_{22}}=0.99245$ and the ratio is $(1+0.99245)/(1-0.99245)\approx264$, which double precision handles easily; a much larger value of this scaled ratio would signal nearly dependent projectors.

## What is invariant

Let $A$ be any invertible matrix and mix the functions as $\phi'_j=\sum_i\phi_iA_{ij}$. The projectors mix in the same way, $X'=XA$, and the definitions give

$$B'=A^\dagger BA,\qquad S'=A^\dagger SA .$$

Therefore

$$X'B'^{-1}X'^\dagger=XA\,A^{-1}B^{-1}(A^\dagger)^{-1}A^\dagger X^\dagger=V .$$

The operator is the same, so its nonzero eigenvalues are the same. The mixing used for the opening numbers was

$$A=\begin{pmatrix}1&0.7\\-2&3\end{pmatrix}.$$

It moves the eigenvalues of $B$ to $-0.6512$ and $-0.00178$ Ha, while $d$ remains $-1.2406$ and $-0.7810$ Ha.

The projectors are fixed up to a phase when the $d_k$ are distinct. If several coincide, any unitary mixing within that group is allowed. The invariance concerns a given operator: another $V_{\rm loc}$, core radius or set of pseudo-functions generally defines another $V$ with other $d_k$. Even the cutoff at $P_{15}$ belongs to the definition: the same minimization carried to $P_{19}$ gives $d=-1.2330$ and $-0.7783$ Ha, and carried to $P_{23}$ gives $-1.2296$ and $-0.7771$ Ha, a shift of up to about $0.01$ Ha.

## Why the signs can be read from B

The inertia of a nonsingular Hermitian matrix is its number of positive and of negative eigenvalues. Because $B^{-1}=B^{-1}BB^{-1}$,

$$M=S^{1/2}B^{-1}\,B\,B^{-1}S^{1/2}=C^\dagger BC,\qquad C=B^{-1}S^{1/2},$$

with $C$ invertible. Such a congruence changes eigenvalues but preserves inertia, which is Sylvester's law.

To prove it, let $B$ have $p$ positive eigenvalues and let $P$ be the $p$-dimensional space spanned by their eigenvectors. For nonzero $y$ in $C^{-1}P$,

$$y^\dagger My=(Cy)^\dagger B(Cy)>0 .$$

So $M$ is positive on a space of dimension $p$. If $M$ had fewer than $p$ positive eigenvalues, its remaining eigenvectors would span a space of dimension greater than $n-p$ on which $y^\dagger My\le0$. Two spaces whose dimensions add up to more than $n$ share a nonzero vector, which is a contradiction. Hence $M$ has at least $p$ positive eigenvalues. The same argument applied to $B=(C^{-1})^\dagger MC^{-1}$ gives the opposite inequality. The numbers of positive eigenvalues are equal, and since neither matrix is singular, so are the numbers of negative ones.

This also explains why the naive coefficients had the right signs: $g_i$ is $1/b_i$ times a positive squared length. The law was tested on complex $4\times4$ matrices $B$ of all five possible inertias, with random projectors in a 12-dimensional space.

Independence of the projectors is essential. Suppose a separable operator is simply postulated with $\chi_1=\chi_2=\chi$ and $B^{-1}=\mathrm{diag}(1,-\tfrac12)$. Then

$$V=|\chi\rangle\left(1-\tfrac12\right)\langle\chi|=\tfrac12|\chi\rangle\langle\chi| ,$$

which has one positive eigenvalue and no negative one, although $B$ has one of each. This $B$ cannot arise as $\langle\phi_i|\chi_j\rangle$, since dependent projectors would have made that matrix singular.

## How a sign changes

In the hydrogen example both $d_k$ are negative, so $V$ is attractive. That is a property of the chosen local potential. Keep the pseudo-functions and add $v\,w(r)$ to $V_{\rm loc}$, with $w=(1-r^2/r_c^2)^3$ inside the core. Then $\chi_i$ becomes $\chi_i-vw\phi_i$, and

$$B(v)=B(0)-vK,\qquad K_{ij}=\langle\phi_i|w|\phi_j\rangle .$$

$K$ is positive definite because $w>0$ inside the core and the $\phi_i$ are independent. Raising $v$ lowers $c^\dagger Bc$ for every nonzero $c$, so the eigenvalues of $B$ move downward. They cross zero where $B(0)c=vKc$, which happens at $v_1=-3.722$ and $v_2=-1.154$ Ha. Diagonalizing the full operator on either side gives:

| $v$ (Ha) | positive, negative | $d_k$ (Ha) |
|---|---|---|
| $-4.722$ | 2, 0 | $1.473,\ 3.447$ |
| $-2.438$ | 1, 1 | $-0.766,\ 0.920$ |
| $-0.154$ | 0, 2 | $-1.208,\ -0.765$ |

The physical sense is compensation, measured on the pseudo-functions. Since $V\phi_j=\chi_j$, we have $\langle\phi_i|V|\phi_j\rangle=B_{ij}$, so $c^\dagger Bc$ is the expectation value of $V$ in the combination $\sum_i c_i\phi_i$. For $v<v_1$ it is positive for every nonzero combination and $V$ is repulsive; for $v>v_2$ it is negative for every nonzero combination and $V$ is attractive; in between, some combinations are raised and others lowered. The thresholds are set by $B$, and they need not coincide with the points where the levels of the local potential cross the reference energies.

The signs can change only where $B$ is singular, and there the earlier proof that $S$ is positive definite no longer applies. If $S$ becomes singular at the same point, $d$ can pass through zero: a single projector $\chi=(v_0-v)w\phi$ has $d=(v_0-v)\langle\phi|w^2|\phi\rangle/\langle\phi|w|\phi\rangle$. If $S$ stays positive definite, the quantity that passes smoothly through zero is $\mu=1/d$, and $d$ diverges. Let $c$ be the null vector of $B(v_1)$, with $S$ still positive definite there. First-order perturbation of $Bc=\mu Sc$ about $\mu=0$ gives

$$\mu\simeq-(v-v_1)\frac{c^\dagger Kc}{c^\dagger Sc},\qquad
d\simeq-\frac{1}{v-v_1}\,\frac{c^\dagger Sc}{c^\dagger Kc}.$$

At $10^{-5}$ Ha below and above $v_1$ the large eigenvalue is $+168151$ and $-168149$ Ha; at ten times the distance it is $+16816$ and $-16814$ Ha. Both pairs give a residue of $1.6815$ Ha², and half the sum of each pair, about 1 Ha at both distances, is the regular part. A local potential near such a point should be avoided, since a minute change of $v$ turns an enormous repulsion into an enormous attraction.

## What the diagonal form does not decide

With $v=0$, the pseudo-atom was solved in a basis of 300 sine functions in a sphere of radius 30 bohr. The local potential alone has its lowest levels at $-0.3567$ and $-0.1052$ Ha. With the two orthonormal projectors they are $-0.499999$ and $-0.125000$ Ha, the reference energies to within about $10^{-6}$ Ha. No spurious level lies below 1s or between 1s and 2s in this calculation.

That absence had to be checked separately. The signs and sizes of $d_k$ describe $V$, whereas spurious bound states belong to the sum $T+V_{\rm loc}+V$. Nor does agreement at two reference energies establish accuracy elsewhere. The next two computed levels, $-0.055424$ and $-0.024639$ Ha, lie above the free-atom values $-1/18$ and $-1/32$ Ha because of the wall of the sphere. They must therefore be compared with the true hydrogen atom in the same sphere, which has the same two levels to the digits shown. This tests only energies close to the 2s reference. The complete set of values is in the numerical output below.

## Calculated quantities

```
core radius: 1.50 bohr
reference energies 1s, 2s: -0.5000  -0.1250 Ha
local potential at r=0: -1.2500 Ha
inner overlaps 11, 12, 22: 0.576810  0.167689  0.049954 
asymmetry B12-B21, full norm conservation: 2.3e-14 Ha
B12-B21 without cross-overlap condition: 0.000038 Ha
same from overlap formula: 0.000038 Ha
B11, B12, B22: -0.2121281  -0.0721217  -0.0248032 Ha
eigenvalues of B: -0.2366781  -0.0002531 Ha
S11, S12, S22: 0.1779186  0.0616700  0.0217022 Ha^2
eigenvalues of S: 0.0002912  0.1993296 Ha^2
M11, M12, M22: -0.788107  -0.056767  -1.233514 Ha
d from Gram reduction: -1.240635  -0.780986 Ha
d from full operator: -1.240635  -0.780986 Ha
d converted: -33.7594  -21.2517 eV
inertia of B (positive, negative): (0, 2)
mixing matrix A, by rows: 1.0  0.7  -2.0  3.0 
eigenvalues of B after mixing: -0.651155  -0.001781 Ha
d after mixing: -1.240635  -0.780986 Ha
B-only unit-length coefficients: -0.842166  -1.179455 Ha
B-only projector overlap: 0.156662 
B-only coefficients after mixing: -0.856148  -1.165472 Ha
B-only projector overlap after mixing: 0.170183 
sum of d: -2.021621 Ha
lowest four levels, local potential only: -0.356664  -0.105209  -0.049107  -0.018875 Ha
lowest four levels, full pseudo-atom: -0.499999  -0.125000  -0.055424  -0.024639 Ha
levels nearest 1s, 2s references: -0.4999987  -0.1249999 Ha
critical strengths v: -3.721942  -1.153525 Ha
v = -4.7219 Ha, inertia (2, 0), d: 1.4730  3.4474 Ha
v = -2.4377 Ha, inertia (1, 1), d: -0.7663  0.9195 Ha
v = -0.1535 Ha, inertia (0, 2), d: -1.2084  -0.7652 Ha
largest |d| at v1 -1e-4, -1e-5, +1e-5, +1e-4 Ha: 16815.98  168150.96  -168149.02  -16814.01 Ha
random-matrix largest relative error: 1.4e-15
```
